# Early growth of an electromigration void in a long tensioned line

**Q.** You claim that a void in a metal line grows first by relaxing the tension and then by electron wind. I doubt that these can be separated. Both move the same atoms through the same metal. What is the starting point?

**A.** A flux law with two driving forces. Take a narrow line along $x>0$, with its cathode end at $x=0$. Electrons flow towards $+x$. I use atomic units in the algebra, so $e=1$, and keep $k_BT$ as an energy. Let $\sigma$ be the stress, positive in tension, and $\Omega$ the volume per atom.

Adding an atom to metal under tension lets the surroundings do work $\Omega\sigma$, so the chemical potential contains $-\Omega\sigma$. Its negative gradient is the force $+\Omega\,\partial\sigma/\partial x$: atoms move towards higher tension. The electron wind adds a force $F=Z\rho j$ towards $+x$, where $Z>0$ is the size of the effective charge number, $\rho$ the resistivity and $j$ the size of the current density.

With mobility $D/(k_BT)$ and atom density $c\approx1/\Omega$, the atom flux is

$$J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right)=\frac{D}{k_BT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad G=\frac{F}{\Omega}.$$

A stress gradient $-G$ would stop the flux. $D$ is an effective diffusivity for the whole cross-section, taken as constant for now.

**Q.** Flux alone does not tell me how stress changes. The line is confined, so what happens when atoms leave?

**A.** The tension rises. I define an effective modulus $B$, which includes the stiffness of the surroundings, by $dc/c=-d\sigma/B$. Then

$$\frac{\partial c}{\partial t}=-\frac{1}{\Omega B}\frac{\partial\sigma}{\partial t}.$$

Atom conservation requires $\partial c/\partial t=-\partial J/\partial x$. Equating the two and multiplying by $-\Omega B$ gives

$$\frac{\partial\sigma}{\partial t}=\Omega B\frac{\partial J}{\partial x}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{k_BT}.$$

The constant $G$ has zero derivative. A uniform wind brings as many atoms into an interior slice as it takes out, so it changes no stress there. It can act through the boundaries.

**Q.** Then the void is a boundary. What do you impose on it?

**A.** Suppose it opens at $x=0$ at time zero, in a line with uniform tension $\sigma_0$. A free surface carries no normal stress if its capillary stress is neglected. The conditions are

$$\sigma(x,0)=\sigma_0,\qquad\sigma(0,t)=0,\qquad\sigma\to\sigma_0\ \text{as}\ x\to\infty.$$

The last condition says that the far end has not yet been felt. I also hold the void edge at $x=0$, which needs $\sigma_0\ll B$.

None of these conditions contains a length. The stress can therefore depend on $x$ and $t$ through $\eta=x/(2\sqrt{\kappa t})$. Put $\sigma=\sigma_0f(\eta)$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $(\partial\eta/\partial x)^2=1/(4\kappa t)$,

$$-\frac{\eta}{2t}f'=\frac{1}{4t}f''\quad\Longrightarrow\quad f''=-2\eta f'.$$

Hence $f'=Ae^{-\eta^2}$. The conditions $f(0)=0$ and $f(\infty)=1$ fix $A=2/\sqrt\pi$, because $\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2$. Thus

$$\sigma=\sigma_0\,\mathrm{erf}\left(\frac{x}{2\sqrt{\kappa t}}\right),\qquad
\left.\frac{\partial\sigma}{\partial x}\right|_0=\frac{2\sigma_0}{\sqrt\pi}\frac{1}{2\sqrt{\kappa t}}=\frac{\sigma_0}{\sqrt{\pi\kappa t}}.$$

**Q.** The slope is positive, so atoms flow away from the void into the line. And the wind pushes the same way?

**A.** Yes. Both remove atoms from the void surface. Let $s$ be the void volume divided by the line cross-section; I call it the void length even when the void does not fill the cross-section. No atoms arrive from behind the blocked cathode end. Each departing atom leaves volume $\Omega$, so

$$\frac{ds}{dt}=\Omega J(0,t)=\frac{\kappa}{B}\left(\frac{\sigma_0}{\sqrt{\pi\kappa t}}+G\right),$$

where $\Omega D/(k_BT)=\kappa/B$. Integrating from $s(0)=0$, with $\int_0^t t'^{-1/2}dt'=2\sqrt t$,

$$s(t)=\frac{2\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}}+vt,\qquad v=\frac{\kappa G}{B}=\frac{DF}{k_BT}.$$

The two contributions add because the equation and its boundary conditions are linear. The rate diverges at $t=0$, since a finite stress step is imposed over zero distance, but the length removed stays finite.

**Q.** Where did the volume come from? The metal was not compressed into nothing.

**A.** The tensioned metal had too few atoms for its confined volume. Atoms from the void surface fill this deficit. The amount they fill, expressed as a length, is

$$\int_0^\infty\frac{\sigma_0-\sigma}{B}dx=\frac{2\sigma_0\sqrt{\kappa t}}{B}\int_0^\infty\mathrm{erfc}\,\eta\,d\eta.$$

Writing $\mathrm{erfc}\,\eta=(2/\sqrt\pi)\int_\eta^\infty e^{-y^2}dy$ and exchanging the order of integration turns the last integral into $(2/\sqrt\pi)\int_0^\infty ye^{-y^2}dy=1/\sqrt\pi$. This recovers the square-root term. The wind-driven atoms are not in this balance: they pass through the relaxing region and collect at the distant end.

**Q.** What if the void opens in the middle of the line? Your drift term should not care where it is.

**A.** It does care. On the right side the wind takes atoms from the void surface. On the left side it delivers them. For the left side I measure distance away from the void, which reverses the sign of $G$. The two contributions are

$$s_R=\frac{2\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}}+vt,\qquad s_L=\frac{2\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}}-vt,$$

and their sum is $(4\sigma_0/B)\sqrt{\kappa t/\pi}$. The linear growth law therefore requires a flux imbalance, here supplied by the blocked cathode end. An interior void in a uniform line relaxes tension on both sides but gains no volume from the wind in this model.

**Q.** Back to the cathode void. When does wind take over?

**A.** Equate the two terms and divide by $\sqrt t$:

$$\frac{2\sigma_0}{B}\sqrt{\frac{\kappa}{\pi}}=\frac{\kappa G}{B}\sqrt{t_*}
\quad\Longrightarrow\quad t_*=\frac{4\sigma_0^2}{\pi\kappa G^2}.$$

At that time the void length is twice the drift term:

$$s_*=2\frac{\kappa G}{B}t_*=\frac{8\sigma_0^2}{\pi BG}.$$

The diffusivity has cancelled from $s_*$. It sets how soon the crossover comes, not the void length there. The local growth exponent is

$$\frac{d\ln s}{d\ln t}=\frac{\tfrac12s_{\rm relax}+vt}{s_{\rm relax}+vt},$$

which rises from $1/2$ through $3/4$ at $t_*$ towards $1$. A measured exponent between the limits need not signal a new mechanism.

**Q.** You keep saying "long line". Long compared with what?

**A.** At crossover the diffusion length is $\sqrt{\kappa t_*}=2\sigma_0/(\sqrt\pi G)$. The line must be well longer than $\sigma_0/G$ if both regimes are to be seen before the far end matters. To quantify this, let the far end at $L$ be blocked, so that $\partial\sigma/\partial x=-G$ there. Take the Laplace transform in time, with variable $p$, and set $q=\sqrt{p/\kappa}$. The equation becomes $p\hat\sigma-\sigma_0=\kappa\hat\sigma''$. Its solution with $\hat\sigma(0)=0$ and $\hat\sigma'(L)=-G/p$ is

$$\hat\sigma=\frac{\sigma_0}{p}\left[1-\frac{\cosh q(L-x)}{\cosh qL}\right]-\frac{G\sinh qx}{pq\cosh qL}.$$

The slope at the void is

$$\hat\sigma'(0)=\frac{\sigma_0q}{p}\tanh qL-\frac{G}{p\cosh qL}.$$

Before the far end is strongly felt, $\tanh qL\approx1-2e^{-2qL}$ and $1/\cosh qL\approx2e^{-qL}$. The inverse transforms of $e^{-k\sqrt p}/\sqrt p$ and $e^{-k\sqrt p}/p$ are $e^{-k^2/4t}/\sqrt{\pi t}$ and $\mathrm{erfc}(k/2\sqrt t)$. Using $k=2L/\sqrt\kappa$ in the first and $k=L/\sqrt\kappa$ in the second,

$$\left.\frac{\partial\sigma}{\partial x}\right|_0+G\approx\frac{\sigma_0}{\sqrt{\pi\kappa t}}\left(1-2e^{-L^2/\kappa t}\right)+G\left[1-2\,\mathrm{erfc}\left(\frac{L}{2\sqrt{\kappa t}}\right)\right].$$

The wind term feels the end first, because its disturbance crosses the line once; the relaxation signal must go there and back.

**Q.** So growth eventually stops?

**A.** In this linear model, yes. The flux vanishes when $\sigma=-Gx$. Counting the atoms stored in the line gives the final void length

$$s_\infty=\frac1B\int_0^L(\sigma_0+Gx)dx=\frac{\sigma_0L+GL^2/2}{B}.$$

This also needs $s_\infty\ll L$ and an anode end that withstands compression $GL$ without yielding or extruding metal. The example line below would not get there: it has $GL\approx1600$ MPa and $s_\infty\approx4800$ nm, far more than the length at which a void spans its section.

**Q.** Give me numbers, and show where they come from.

**A.** I take rough parameters in the regime of a copper interconnect under accelerated test: a square section 400 nm wide, length 100000 nm, 523 K, $D=10^{-13}$ cm²/s, $\Omega=0.0118$ nm³, $B=20000$ MPa, $\sigma_0=150$ MPa and $Z=1$. The resistivity is 4 microohm cm and the current density 3 MA/cm².

The product $\rho j$ is 12 V/cm, so $F=1.2\times10^{-6}$ eV/nm. Dividing by $\Omega$ gives $G=0.0163$ MPa/nm. With $k_BT=0.0451$ eV, the other formulas give $\kappa=3.27\times10^{-12}$ cm²/s and $v=0.96$ nm/h.

At 1 h the relaxation term is

$$2\left(\frac{150}{20000}\right)\sqrt{\frac{\kappa t}{\pi}}=9.2\ \text{nm},$$

against 0.96 nm of drift. At 10 h the terms are 29.0 and 9.6 nm; at 50 h they are 64.9 and 47.9 nm. The ratio at 1 h gives $t_*=(9.18/0.9585)^2\approx92$ h, or $3.3\times10^5$ s. The void is then 176 nm long, or 1760 angstrom.

The diffusion length at crossover is 10400 nm, about a tenth of the line. The far end reduces the wind contribution to the growth rate by a fraction of only $2\times10^{-11}$.

**Q.** You have put numbers into your own formula. Has it met anything independent?

**A.** I solved the conservation law numerically on finite cells without using the error function. At crossover that solution gives 175.8 nm, as does the formula, and a growth exponent of 0.75. Within four diffusion lengths of the void, the largest profile difference is $3.6\times10^{-5}\sigma_0$. In a shorter line, with $L=2\sqrt{\kappa t_*}$, the growth rate agrees with the far-end formula within 0.4%.

The interior void also comes out at 175.8 nm at this time. This is no sign that the drift survived: two equal relaxation terms have the same sum as one relaxation term and an equal drift term. At other times the two cases differ.

**Q.** A small void has a curved surface. You set its stress to zero.

**A.** That needs correction. A round void of radius $r$ and surface energy $\gamma$ has a boundary tension $\sigma_s=2\gamma/r$. If $\sigma_s$ were constant, $u=\sigma-\sigma_s$ would obey the same diffusion equation with $u(0,t)=0$ and initial value $\sigma_0-\sigma_s$. The square-root term would become

$$\frac{2(\sigma_0-\sigma_s)}{B}\sqrt{\frac{\kappa t}{\pi}},$$

while $vt$ would be unchanged.

For $\gamma=1.7$ J/m², relaxation can enlarge the void only if $r>2\gamma/\sigma_0=22.7$ nm. As the void grows, $\sigma_s$ falls, so the constant-stress formula is no longer sufficient. A numerical run with the changing radius, started from a 45.3 nm seed, gives 165.5 nm at the crossover time instead of 175.8 nm. The seed accounts for 2.4 nm of that length. The capillary stress at the end is still 18 MPa.

**Q.** And the edge moves. You fixed it at zero.

**A.** To first order, the condition $\sigma(s,t)=0$ can be transferred to $x=0$ by a Taylor expansion:

$$\sigma(0,t)\approx-s\left.\frac{\partial\sigma}{\partial x}\right|_0
=-\frac{2\sigma_0^2}{\pi B}-\frac{\sigma_0v}{\sqrt{\pi\kappa}}\sqrt t.$$

The first term acts like a constant $\sigma_s=-2\sigma_0^2/(\pi B)$. It increases the relaxation term by the fraction $2\sigma_0/(\pi B)$.

For the second, write the boundary value as $-b\sqrt t$. Its transform is $-b(\sqrt\pi/2)p^{-3/2}$, and the disturbance decays as $e^{-qx}$. The slope at zero is thus $b\sqrt\pi/(2\sqrt\kappa\,p)$, which inverts to the constant $b\sqrt\pi/(2\sqrt\kappa)=\sigma_0v/(2\kappa)$. Multiplication by $\kappa/B$ adds $\sigma_0v/(2B)$ to the growth rate. Evaluating the slope at $s$ instead of zero adds nothing at this order, because $\partial^2\sigma/\partial x^2=0$ at the original boundary.

At crossover each main term is 87.9 nm. The corrections are 0.42 and 0.33 nm, together 0.75 nm. The numerical solution with a receding edge rises from 175.8 to 176.6 nm, in agreement at the printed precision.

**Q.** Tension should make vacancies easier to form. Why is $D$ constant?

**A.** For simplicity, and the approximation costs more than the fixed edge. If the activation volume equals $\Omega$, then $D(\sigma)=D(0)e^{\Omega\sigma/k_BT}$. Here $\Omega\sigma_0/(k_BT)=0.245$, so the exponential is not close to one. With the quoted $D$ taken at zero stress, the numerical void length at the crossover time becomes 192.6 nm, an increase of about 10%. The sign depends on that choice: if the quoted $D$ belongs instead to the stress $\sigma_0$, the length falls to about 160 nm. The combined figure below also assumes the zero-stress choice.

Stress-dependent diffusion, the receding edge and capillarity together give 185.4 nm, about 5% above the simple result. Part of the agreement is cancellation: capillarity slows growth while the stress-dependent diffusivity speeds it up.

**Q.** How far would you trust this for a real copper line?

**A.** As a scaling law with an uncertain clock. The effective $D$ depends strongly on interfaces and grain structure, and both $\kappa$ and $v$ are proportional to it. The assumed current density belongs to accelerated testing, and the line is much wider than the finest interconnects. A uniform 150 MPa may also be too high: thermal tension falls as the line approaches its stress-free temperature. With all else fixed, halving $\sigma_0$ halves the relaxation term and divides $t_*$ by four. If the current itself caused nucleation, the initial stress would be peaked near the cathode, and the uniform starting condition would fail.

Joule heating matters if 523 K is the surroundings' temperature. The line produces $\rho j^2w^2\approx5.8$ W/m. For 1000 nm of oxide with conductivity 1 W/(m K), a rough conductance per length is $0.4+0.88=1.28$ W/(m K). The first part is the conductivity times the line width over the oxide thickness; the second allows for sideways spreading beneath a thin strip lying on the oxide. The rise is about 4.5 K; the 0.88 is the wide-strip limit, and at this width the thin-strip conductance is nearer 1.23 W/(m K), giving 4.7 K. An isolated line embedded in the same oxide also loses heat through its side walls, so it would warm less. With an activation energy of 0.9 eV, a rise of 4.5 K multiplies $D$ by 1.19, which raises the crossover-time void length by roughly 13%, including the factor $1/T$ in $\kappa$ and $v$ and holding the other parameters fixed. Even half that rise would matter about as much as the net 5% correction above.

**Q.** Can I extend the square root back to the first second, or the straight line on to failure?

**A.** Neither is justified. The one-dimensional description needs diffusion across the width, which takes about $w^2/\kappa=0.14$ h. A small void also covers only part of the section, so atoms must spread out from it. This slows the earliest growth by an amount that depends on the void's shape and position, and capillary stress, largest while the void is small, slows it more: from the 45.3 nm seed the first hour adds about 7 nm rather than 10 nm. The 1 h length is therefore only a rough value. At the other end, a sphere touching the side walls has equivalent length

$$\frac{\pi w^3/6}{w^2}=\frac{\pi w}{6}=209\ \text{nm}.$$

The simple formula reaches this at about 116 h, soon after crossover. Even at crossover, a spherical void would be about 377 nm across and block some 70% of the section. Current then crowds beside it, and the uniform wind force is only an approximation near the void. Once a void spans the section, current must pass through the liner, and local heating can change the transport. The example therefore shows the approach to wind-dominated growth, but not a long linear regime.

**Q.** Would the same crossover appear at the temperature of use?

**A.** Not on the same clock. At 378 K, with the same activation energy, $\kappa$ is $6.5\times10^{-4}$ of its test value. If stress, wind force and modulus are held fixed, $t_*\propto1/\kappa$ rises to about $1.4\times10^5$ h, or 16 years. A void opened under those conditions would spend years in the relaxation-dominated regime.

Those fixed quantities are a comparison, not a forecast. Cooling usually changes the tension and resistivity, and service may use a smaller current. Since $t_*\propto\sigma_0^2/(\kappa G^2)$, more tension or less wind delays the crossover further, as long as the line stays much longer than $\sigma_0/G$. Beyond that the far end intervenes: in $s_\infty$ the wind part is $GL/(2\sigma_0)$ times the relaxation part, so for $GL<2\sigma_0$ the wind never overtakes relaxation. For this line at 150 MPa that happens below about 0.55 MA/cm². Also, $s_*\propto\sigma_0^2/G$ exceeds the 209 nm wall-touching length once $\sigma_0^2/G$ is about 20% larger, so the void may span the line before any crossover. Extrapolating a test by $vt$ alone would therefore omit the term that dominates before $t_*$. The numerical output below gives the remaining values.

## Computed results

```
temperature: 523 K
effective diffusivity D: 1e-13 cm2/s
atomic volume: 0.0118 nm3
effective modulus B: 20000 MPa
initial tension: 150 MPa
effective charge number Z: 1
resistivity: 4 microohm cm
current density: 3 MA/cm2
line width and thickness: 400 nm
line length: 100000 nm
thermal energy kB*T: 0.04507 eV
wind force F: 1.2e-06 eV/nm
balancing stress gradient G: 0.01629 MPa/nm
stress diffusivity kappa: 3.268e-12 cm2/s
drift speed v: 0.9585 nm/h
length sigma0/G: 9206 nm
time to diffuse one line width: 0.136 h
at 1 h: relaxation 9.18 nm, drift 0.96 nm, total 10.14 nm
at 10 h: relaxation 29.03 nm, drift 9.59 nm, total 38.61 nm
at 50 h: relaxation 64.91 nm, drift 47.93 nm, total 112.84 nm
crossover time: 91.72 h
crossover time, converted: 3.302e+05 s
crossover void length, formula: 175.8 nm
crossover void length, converted: 1758 angstrom
crossover void length, solver: 175.8 nm
diffusion length sqrt(kappa*t) at crossover: 1.039e+04 nm
growth exponent at crossover, solver: 0.75
largest profile error / sigma0: 3.6e-05
interior void at crossover time, solver: 175.8 nm
neglected effects, void length at crossover time from solver:
sigma0*Omega/(kB*T): 0.245
with stress-dependent diffusivity: 192.6 nm
with receding edge: 176.6 nm
surface energy: 1.7 J/m2
critical void radius: 22.7 nm
seed void radius: 45.3 nm
seed void length: 2.44 nm
with capillary stress, seed included: 165.5 nm
capillary stress at the end of that run: 18.4 MPa
with all three, seed included: 185.4 nm
all three, relative change: 5.44 %
far-end loss of wind slope, fraction: 2e-11
void length when a sphere touches the walls: 209.4 nm
time of touching, formula: 115.6 h
oxide thickness: 1000 nm
oxide thermal conductivity: 1 W/(m K)
Joule heating of the line: 4.5 K
diffusivity factor from heating: 1.19
activation energy: 0.9 eV
temperature of use: 378 K
kappa at use / kappa at test: 0.000652
crossover time at use, same stress and field: 1.41e+05 h
```
